\section*{Floor flux from ions reflected by a tilted trench sidewall}

\section{Reflected ions beside the corner of a tapered trench}

Suppose that the ion flux on the floor of an etched trench is computed from the ions that come straight down through the mouth. For vertical ions this gives a uniform floor flux. If the sidewalls lean by a few degrees, the answer is wrong by nearly a factor of two in a strip beside each corner, provided that the walls reflect the ions like mirrors. A quick correction can also mislead. A wall tilted by a small angle $a$ receives, per unit of its own area, only the fraction $\sin a$ of the incident flux, which suggests a small addition to the floor. The few ions collected by the wall are, however, delivered to a narrow strip. The added flux there is $\cos 2a$ times the incident flux, close to the full incident flux when $a$ is small.

\subsection{Geometry and assumptions}

Consider a trench that is long and uniform in the $y$ direction. Its floor is the plane $z=0$, with $z$ pointing up, and the left corner is at $x=0$. The left wall has vertical depth $H$ and leans outward toward the top, so that the trench narrows downward:
\begin{equation}
x=-z\tan a,\qquad 0<z<H. \label{wall}
\end{equation}
Here $a$ is measured from the vertical. The floor extends from $x=0$ to $x=W$, where a mirror-image wall $x=W+z\tan a$ begins.

Ions enter vertically with uniform flux $G_0$, the number per unit horizontal area and time. No field or gas collision bends their paths inside the trench. Each ion that hits the wall is reflected once, specularly, and is not lost. Whether it leaves as an ion or as a fast neutral does not matter for the count.

A vertical line above any floor point meets no wall, so the whole floor receives the direct flux $G_0$. The reflected ions come in addition.

\subsection{Direction after reflection}

The unit normal of the wall \eqref{wall}, pointing into the trench, is $\mathbf n=(\cos a,\sin a)$ in the $(x,z)$ plane. It is perpendicular to the upward wall direction $(-\sin a,\cos a)$, since $-\cos a\sin a+\sin a\cos a=0$. Specular reflection reverses the normal velocity and keeps the tangential one:
\begin{equation}
\mathbf v'=\mathbf v-2(\mathbf v\cdot\mathbf n)\mathbf n. \label{mirror}
\end{equation}
For a downward unit velocity $\mathbf v=(0,-1)$ we have $\mathbf v\cdot\mathbf n=-\sin a$, and therefore
\begin{align}
\mathbf v'&=(0,-1)+2\sin a\,(\cos a,\sin a)\nonumber\\
&=(2\sin a\cos a,\,-1+2\sin^2a)\nonumber\\
&=(\sin 2a,\,-\cos 2a). \label{direction}
\end{align}
The reflected ion travels at angle $2a$ from the vertical. It moves downward only if $\cos2a>0$, which requires $a<45^\circ$. For a larger tilt it cannot reach the floor without another reflection.

\subsection{Landing point and flux}

An ion that strikes the wall at height $h$ starts its second flight at $(-h\tan a,h)$. By \eqref{direction} it advances horizontally by $h\tan2a$ while it falls by $h$. It lands at
\begin{equation}
x=h(\tan2a-\tan a). \label{landing}
\end{equation}
The difference of tangents simplifies:
\begin{align}
\tan2a-\tan a
&=\frac{\sin2a\cos a-\cos2a\sin a}{\cos2a\cos a}\nonumber\\
&=\frac{\sin(2a-a)}{\cos2a\cos a}
=\frac{\tan a}{\cos2a}. \label{identity}
\end{align}
Thus $x=h\tan a/\cos2a$. The corner is reached from $h=0$, and the far edge of the strip from the top of the wall, $h=H$:
\begin{equation}
w=\frac{H\tan a}{\cos2a}. \label{width}
\end{equation}

The flux follows by counting. Seen from above, the part of the wall between $h$ and $h+dh$ has width $\tan a\,dh$. Per unit trench length and time it intercepts $G_0\tan a\,dh$ ions. These land on a floor width $dx=(\tan a/\cos2a)\,dh$. Hence
\begin{equation}
G_{\rm add}=\frac{G_0\tan a\,dh}{(\tan a/\cos2a)\,dh}
=G_0\cos2a,\qquad 0<x<w. \label{main}
\end{equation}
There is no contribution from this wall beyond $w$. The flux is uniform because the map from height to floor position is linear. With the direct ions included,
\begin{equation}
G=G_0(1+\cos2a),\qquad 0<x<w. \label{total}
\end{equation}

The cosine has a direct meaning. A plane mirror turns a parallel beam without changing its flux through a surface perpendicular to the beam: the incoming and outgoing beams make the same angle with the wall, so a given wall area fixes the same cross section for both. The reflected beam therefore still carries $G_0$ per unit perpendicular area. The floor normal makes an angle $2a$ with it, which reduces the flux per floor area by $\cos2a$.

As $a\to0$, the factor tends to one but $w\to0$. The added number per unit trench length and time,
\begin{equation}
G_{\rm add}w=G_0H\tan a, \label{number}
\end{equation}
also vanishes, so a vertical wall adds nothing. As $a\to45^\circ$, the factor vanishes and the strip becomes infinitely wide, while their product stays finite. A real floor then no longer holds the strip.

If the wall reflects a fraction $R$ of the ions, independent of height, \eqref{main} is multiplied by $R$. If $R$ depends on height, the factor at floor position $x$ is $R(h)$ with $h=x\cos2a/\tan a$, because each floor point is supplied from one height.

\subsection{The opposite wall}

A reflected ion aimed at a point $x<W$ on the floor cannot hit the right wall first. During its flight its horizontal coordinate stays below the landing value, while the right wall lies at or beyond $W$. The strip therefore fits completely if $w\le W$.

By symmetry, the right wall supplies the strip $W-w<x<W$. There are three cases:
\begin{itemize}
\item For $w<W/2$ the strips are separate, and the middle of the floor receives $G_0$.
\item For $W/2<w<W$ they overlap in $W-w<x<w$, where the flux is $G_0(1+2\cos2a)$.
\item For $w>W$ each wall supplies $G_0\cos2a$ to the whole floor by single reflection. Since \eqref{landing} is linear in $h$, a fraction $1-W/w$ of the ions reflected by one wall strikes the other first. Their later reflections lie outside \eqref{main}.
\end{itemize}

\subsection{Beams that are not vertical}

Real ions have a small sideways velocity. A velocity component along $y$ has no effect on the landing coordinate $x$, because the trench is uniform in $y$ and the wall normal has no $y$ component. It is enough to consider a beam tilted in the $(x,z)$ plane by an angle $t$, positive toward the left wall.

Keep the flux through the horizontal mouth fixed at $G_0$. The beam meets the wall at the angle $a+t$ to its surface and leaves at the same angle, so it then travels at $a+(a+t)=2a+t$ from the vertical. An ion striking at height $h$ lands at $x=h[\tan(2a+t)-\tan a]$. Projected along the beam onto a horizontal plane, the wall element $dh$ has width $(\tan a+\tan t)\,dh$. The ratio of supply to landing width is
\begin{align}
\frac{G_{\rm add}}{G_0}
&=\frac{\tan a+\tan t}{\tan(2a+t)-\tan a}\nonumber\\
&=\frac{\sin(a+t)}{\cos a\cos t}\,
\frac{\cos(2a+t)\cos a}{\sin(a+t)}\nonumber\\
&=\frac{\cos(2a+t)}{\cos t}
=\cos2a-\sin2a\tan t. \label{tilted}
\end{align}
This requires $t>-a$, so that the beam hits the wall, and $2a+t<90^\circ$. It also requires $\tan t<\tan a+W/H$, so that the top of the opposite wall does not shade the lower part of this one.

Let the slopes $s=\tan t$ be distributed symmetrically about zero, with a spread well below $\tan a$, so that practically every beam strikes the wall. At floor points reached by practically all the reflected beams, the average of \eqref{tilted} is $\cos2a$, since the term linear in $s$ averages to zero. The spread thus leaves the inner strip unchanged and acts at the outer edge, whose position is $H[\tan(2a+t)-\tan a]$. To first order in $t$ the edge moves by
\begin{equation}
\delta w=\frac{H\,t}{\cos^22a}. \label{edge}
\end{equation}

For a transverse ion temperature $T$, expressed as an energy, $M\langle v_x^2\rangle=T$. The vertical speed at energy $E$ obeys $Mv_z^2=2E$. The rms slope is therefore
\begin{equation}
s_{\rm rms}=\sqrt{\frac{\langle v_x^2\rangle}{v_z^2}}
=\sqrt{\frac{T}{2E}}. \label{spread}
\end{equation}

\subsection{When reflection is not specular}

Let the ion arrive vertically but leave at an angle $b$ to the wall surface instead of $a$. Its direction is then $a+b$ from the vertical. The supply $G_0\tan a\,dh$ is unchanged, but the landing width is $[\tan(a+b)-\tan a]\,dh$. For $a+b<90^\circ$,
\begin{equation}
\frac{G_{\rm add}}{G_0}
=\frac{\tan a}{\tan(a+b)-\tan a}
\simeq\frac ab, \label{nonspecular}
\end{equation}
where the last form holds for small angles. Setting $b=a$ recovers $\cos2a$ through \eqref{identity}. The near doubling of the flux at small tilt thus rests on the equality of the two angles. An exit only one degree too steep matters when $a$ itself is a few degrees.

One cause of a steeper exit is the attraction of the ion to its image. Take the wall as a dielectric half-space of relative permittivity $\kappa$, with a charge $e$ at distance $d$ outside. Outside, the potential is that of $e$ and an image $q'$ at the mirror point. Inside, it is that of a charge $q''$ at the position of the ion. Continuity of the potential and of the normal displacement at the surface gives
\begin{equation}
e+q'=q'',\qquad e-q'=\kappa q''. \label{boundary}
\end{equation}
Eliminating $q''$ gives $q'=-e(\kappa-1)/(\kappa+1)$. The ion and its image are $2d$ apart, so the attractive force is $e|q'|/[4\pi\epsilon_0(2d)^2]$. Integrating it from infinity to $d$ gives the energy gained,
\begin{equation}
U=\frac{e^2}{16\pi\epsilon_0d}\,
\frac{\kappa-1}{\kappa+1}. \label{image}
\end{equation}
Assume that the ion is neutralized at this distance and that the neutral then reflects elastically. It keeps the gained normal energy, since no image force pulls it back. The tangential speed is unchanged throughout, so
\begin{equation}
\tan b=\frac{\sqrt{E\sin^2a+U}}{\sqrt E\cos a}
=\tan a\sqrt{1+\frac{U}{E\sin^2a}}. \label{exit}
\end{equation}
Specular reflection requires $E\sin^2a\gg U$. If $a\to0$ at fixed $E$ and $U$, \eqref{exit} gives $\tan b\to\sqrt{U/E}$, and the factor \eqref{nonspecular} tends to zero instead of one. Within this estimate, the limit of small tilt is therefore changed qualitatively by any fixed energy gain.

\subsection{A silicon trench}

Take a trench of depth $H=400$~nm and floor width $W=200$~nm, with walls tilted by $a=5^\circ$. Let singly charged argon ions arrive at $300$~eV with a current density of $1.0$~mA/cm$^2$. These are rough values in the regime of shallow isolation trenches in silicon.

Seen from above, one wall has width $400\times0.08749=35.00$~nm. With $\cos10^\circ=0.9848$, \eqref{width} gives
\begin{equation}
w=\frac{35.00\ {\rm nm}}{0.9848}=35.54\ {\rm nm}.
\end{equation}
This is less than $W/2=100$~nm, so the two strips are separate. Dividing the current density by the elementary charge gives $G_0=6.242\times10^{15}$~cm$^{-2}$\,s$^{-1}$. In each strip,
\begin{align}
G_{\rm add}&=0.9848\,G_0
=6.147\times10^{15}\ {\rm cm^{-2}\,s^{-1}},\\
G&=1.9848\,G_0
=1.239\times10^{16}\ {\rm cm^{-2}\,s^{-1}}.
\end{align}
Averaged over the floor, the increase is smaller: the two walls collect $2\times35.00$~nm of incident beam for a floor of $200$~nm, which adds $35\,\%$.

The law was tested by tracing vertical rays with the vector rule \eqref{mirror} and counting their landings. For tilts of $2$, $5$, $15$, $25$ and $40^\circ$, the counted factor differed from $\cos2a$ by at most $5.4\times10^{-5}$, in units of $G_0$. The numerical output lists the results for the trench.

\paragraph{Angular spread.} For a transverse temperature of $0.05$~eV, \eqref{spread} gives $\sqrt{0.05/600}=0.0091$, or $0.52^\circ$. With a Gaussian distribution of slopes, the factor averaged over the inner half of the strip remains $0.9848$; tracing the same distribution gives $0.9847$. At $x=w$ it is $0.492$, half the inner value, because about half of the beams reach that far. The fall from $90$ to $10\,\%$ of the inner value takes $9.7$~nm. At this temperature the strip is clearly present, but its edge is not sharp. By \eqref{edge} and \eqref{spread} the blur grows as $\sqrt T$. It is about $19$~nm at $0.2$~eV and $31$~nm at $0.5$~eV, values that also occur in etch plasmas; in the last case it is comparable with the strip width itself.

\paragraph{Image attraction.} The normal energy at the wall is $E\sin^2a=2.28$~eV. For $\kappa=11.7$ and neutralization at a rough distance of $0.3$~nm, \eqref{image} gives $U=1.01$~eV. This is not small beside $2.28$~eV. From \eqref{exit},
\begin{equation}
\tan b=\frac{\sqrt{2.28+1.01}}{\sqrt{300}\cos5^\circ}
=0.105,\qquad b=6.00^\circ.
\end{equation}
In this estimate the strip widens to $42.8$~nm. The same ions are spread over it, so the factor is $35.00/42.8=0.82$, about $17\,\%$ below the specular value. This estimate gives every ion the full energy gain from far away and neglects the bending of its path before impact. Both simplifications fail for ions that enter within a few nanometres of the wall and strike near its top, so the outer edge of the widened strip is overestimated: if the bent paths are followed from the mouth, the inner factor stays near $0.82$ but the edge lies near $40$~nm. The size of the reduction depends on the assumed distance. It is $23\,\%$ for $d=0.2$~nm and $11\,\%$ for $d=0.5$~nm, and a surface film of lower permittivity makes it smaller. A static continuum response at such a short distance is a crude assumption, and the result shows the size of the effect rather than a prediction for a particular surface.

\paragraph{Wall shape and charge.} By \eqref{mirror}, rotating a facet by an angle $\delta$ rotates the reflected ray by $2\delta$. A facet at mid-depth that is tilted $1^\circ$ more than the mean wall shifts the landing point by $200\,(\tan12^\circ-\tan10^\circ)=7.2$~nm, a fifth of the strip width. Wall charging is judged by the normal energy: without the image attraction, which raises the threshold, a repulsive potential that depends only on the distance from the wall turns the ion back before contact if it rises by more than $2.28$~V between the point of entry and the wall. If its range is short compared with the $35$~nm width of the wall seen from above, such a potential keeps the reflection nearly specular for most ions, because the ion regains on the way out the normal energy it lost on the way in. If the range is comparable with that width, ions enter and land at different potentials, the exit angles spread, and the strip is no longer uniform. If the ion is neutralized at the wall, however, the neutral does not regain this energy, and charging by a volt or so then lowers the exit angle appreciably: \eqref{exit} with $U=-1$~eV gives $b=3.75^\circ$, and \eqref{nonspecular} a factor of about $1.3$. The effect of charging on the floor flux depends on the field in the whole trench and is not computed here.

\paragraph{Energy loss and gas collisions.} Suppose that one elastic collision with a free silicon atom at rest makes the whole deflection $\vartheta=2a$. Let $k$ be the ratio of final to initial ion speed and $\mu$ the ratio of silicon to argon mass. The momentum given to the atom fixes its recoil energy, and energy conservation reads
\begin{equation}
1-k^2=\frac{1+k^2-2k\cos\vartheta}{\mu}. \label{recoil}
\end{equation}
This is a quadratic equation for $k$. Since $\mu=0.703<1$, it has real roots only for $\sin\vartheta\le\mu$, so a single collision can make the deflection only for $a$ below about $22^\circ$. The root that tends to one as $\vartheta\to0$ is
\begin{equation}
k=\frac{\cos\vartheta+\sqrt{\mu^2-\sin^2\vartheta}}{1+\mu}.
\end{equation}
The fractional energy loss $1-k^2$ is $4.3\,\%$. For small angles \eqref{recoil} gives a loss of about $\vartheta^2/\mu$. If the deflection is shared equally among $n$ soft collisions, the total is about $n(\vartheta/n)^2/\mu$, smaller by a factor $n$. Such a loss changes the energy delivered to the floor, but not the number flux if the exit angle is held fixed.

At $10$~mTorr and $300$~K, a rough collision cross section of $10^{-14}$~cm$^2$ gives a mean free path of $3.1$~mm. The collision probability over the trench depth is $1.3\times10^{-4}$, so gas collisions inside the trench are negligible here. The sheath that accelerates the ions is a different matter. For $300$~V and $1.0$~mA/cm$^2$ the collisionless Child law gives a sheath about $2$~mm thick, comparable with the mean free path. A considerable part of the ions may then collide before they reach the trench, and the single energy and narrow angular spread used above describe only those that do not.

\paragraph{Comparison with a real etch.} Isolation trenches in silicon are commonly a few hundred nanometres deep with walls a few degrees from vertical, so the chosen shape is not unusual. Production etches generally rely on halogen chemistry, and their ions are not all argon; the pure argon beam is a simplification. Real walls are also rough and covered by reaction products, and they need not reflect every ion. Of the two departures whose effect on the strip flux was computed, the angular spread acts near the outer edge as long as the transverse temperature is as low as assumed, while the steeper exit lowers the added flux throughout the inner strip, by about $17\,\%$ for the rough neutralization distance chosen and by $11$ to $23\,\%$ for distances from $0.5$ to $0.2$~nm. A reflected fraction $R$ below one lowers the added flux further in proportion. Nor does a flux ratio of $1.98$ imply the same ratio of etch rates: the rate also depends on ion energy, angle of incidence and the supply of reactive neutrals. Once a groove forms beside the wall, the floor is no longer horizontal. An unshaded surface element whose normal makes an angle $\psi$ with the reflected beam then receives $G_0\cos\psi$ from it, in place of $G_0\cos2a$.

\section*{Computed results}
\begin{verbatim}
Largest error of traced factor, 2 to 40 deg: 5.4e-05
Trench depth: 400 nm
Floor width: 200 nm
Wall tilt a: 5.0 deg
Reflected ray from vertical, 2a: 10.0 deg
tan(a): 0.08749
Wall width seen from above: 35.00 nm
Strip width w: 35.54 nm
Added flux / incident flux, cos(2a): 0.9848
Added flux / incident flux, traced: 0.9848
Total flux / incident flux, formula: 1.9848
Total flux / incident flux, traced: 1.9848
Ion current density: 1.0 mA/cm2
Incident flux: 6.242e+15 cm^-2 s^-1
Added flux: 6.147e+15 cm^-2 s^-1
Total strip flux: 1.239e+16 cm^-2 s^-1
Ion energy: 300 eV
Transverse ion temperature: 0.05 eV
Rms incidence angle: 0.52 deg
Added factor with spread, inner half: 0.9848
Same, traced: 0.9847
Added factor with spread, at x = w: 0.492
Edge blur, 90 to 10 percent: 9.7 nm
Normal energy at wall: 2.28 eV
Relative permittivity of silicon: 11.7
Neutralization distance (rough): 0.3 nm
Image energy gained: 1.01 eV
Exit angle to wall with image: 6.00 deg
Added factor with image: 0.818
Strip width with image: 42.8 nm
Change of added flux by image: -16.9 %
Facet error: 1.0 deg
Landing shift from mid-depth by facet: 7.2 nm
Energy loss, single binary collision: 4.3 %
Gas pressure: 10 mTorr
Gas temperature: 300 K
Collision cross section (rough): 1e-14 cm2
Ion mean free path: 3.1 mm
Collision probability over depth: 1.3e-04
\end{verbatim}
